# Best-Focus Shift from Mask-Induced Phase in Three-Beam Imaging

A grating mask of period $Mp$ is imaged by a lens of reduction $M$ into a pattern of period $p$. The mask is lit at normal incidence by one coherent plane wave of vacuum wavelength $\lambda$, and its openings are mirror-symmetric. The lens is free of aberrations and passes the diffraction orders $0$ and $\pm1$ alone. The image space is vacuum.

Let $z$ increase along the direction of propagation, away from the lens, with $z=0$ at the ideal image of a chosen reference plane at the mask. Fields vary in time as $e^{-i\omega t}$, so a wave travelling towards $+z$ carries $e^{+ikz}$, with $k=2\pi/\lambda$. On the image side the zeroth order has real amplitude $a_0>0$. Each first order has amplitude $a_1e^{i\phi}$ with $a_1>0$ and travels at an angle $\pm\theta$ to the axis, where $\sin\theta=\lambda/p$. Thus $\phi$ is the phase of the first orders minus that of the zeroth at $z=0$. An ideal thin mask with clear openings and opaque lines has $\phi=0$; a mask of finite thickness generally does not.

## (a) The image through focus

**Find the intensity for TE polarization, in which the electric field points along the grating lines.**

**Solution.** All three electric fields are parallel, so they add as scalars. The first orders have transverse wavenumbers $\pm k\sin\theta=\pm2\pi/p$ and axial wavenumber $k\cos\theta$. With $X=2\pi x/p$ and $x=0$ at the centre of a bright space,

$$E=a_0e^{ikz}+a_1e^{i\phi}e^{ikz\cos\theta}\left(e^{iX}+e^{-iX}\right)$$

$$E=a_0e^{ikz}+2a_1\cos X\,e^{i(\phi+kz\cos\theta)}.$$

Let $I=|E|^2$, the quantity that drives absorption in the resist. For real $A$ and $B$,

$$|Ae^{i\alpha}+Be^{i\beta}|^2=A^2+B^2+2AB\cos(\alpha-\beta).$$

Here $A=a_0$, $B=2a_1\cos X$ and $\alpha-\beta=kz-kz\cos\theta-\phi$. Therefore

$$I=a_0^2+4a_1^2\cos^2X+4a_0a_1\cos X\cos(\psi-\phi),\qquad \psi=kz(1-\cos\theta).$$

The first two terms do not change with $z$. The term in $\cos^2X$ is the interference of the two first orders, which have the same axial wavenumber and so stay in step. Focus enters through the beat between the zeroth and first orders.

## (b) The plane of best focus

**Define best focus as the plane where the component of the image at period $p$ has the greatest magnitude. Locate the one nearest $z=0$. Must $\phi$ be small?**

**Solution.** Since $\cos^2X=(1+\cos2X)/2$, the second term contributes a constant and a component of period $p/2$. The component of period $p$ is therefore the third term alone, with coefficient

$$4a_0a_1\cos(\psi-\phi).$$

Its magnitude is greatest when $\psi-\phi=m\pi$, with $m$ an integer. Even $m$ gives bright spaces; odd $m$ reverses the sign of the modulation and moves the pattern by half a period. For $|\phi|<\pi/2$, the value of $\psi$ nearest zero is $\psi=\phi$. Hence

$$\boxed{z_{\rm best}=\frac{\phi}{k(1-\cos\theta)}=\frac{\phi\,\lambda}{2\pi(1-\cos\theta)}.}$$

No expansion in $\phi$ has been made. The limit on $\phi$ selects the nearest member of a periodic set: foci with the same sign of modulation repeat every

$$\Lambda=\frac{\lambda}{1-\cos\theta},$$

and reversed foci lie halfway between them.

The sign has a direct meaning. During propagation the zeroth order gains axial phase faster than the first orders. If the first orders start ahead, $\phi>0$, the zeroth order catches up after a positive distance. A shift of the opposite sign follows from $\phi<0$.

Because $\cos(\psi-\phi)$ is even about $\psi=\phi$, the whole image is symmetric about $z_{\rm best}$. For this single axial wave the phase moves the through-focus behaviour without tilting it. With a source of finite size (part (f)) the component of period $p/2$ also fades with defocus, but it stays centred on $z=0$, so the symmetry about best focus is lost.

If the first orders are nearly opposite in phase to the zeroth, write their relative phase as $\pi+\phi$. This changes the sign of the beat but not its magnitude, so the same formula holds with $\phi$ the departure from $\pi$.

Mirror symmetry also matters. If the first orders had phases $\phi+\delta$ and $\phi-\delta$ with equal amplitudes, their sum would be $2a_1e^{i\phi}\cos(X+\delta)$. The common part $\phi$ would still set focus, while $\delta$ would move the pattern sideways.

## (c) Angle dependence and image quality

**Find the small-angle limit and its error. Then find how defocus lowers the edge slope in TE.**

**Solution.** For small $\theta$, $1-\cos\theta\approx\frac12\sin^2\theta$, so

$$z_{\rm small}=\frac{2\phi}{k\sin^2\theta}=\frac{\phi p^2}{\pi\lambda}.$$

At fixed $\phi$ the shift grows as $p^2$: at coarse pitch the orders are nearly parallel and need a long path to change their relative phase. Using $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$,

$$\frac{z_{\rm small}}{z_{\rm best}}=\frac{2(1-\cos\theta)}{\sin^2\theta}=\frac{2}{1+\cos\theta}.$$

The small-angle form therefore overestimates the magnitude at every nonzero angle below $90^\circ$. As $\theta\to90^\circ$ the ratio tends to 2 and the correct shift tends to $\phi/k$.

For equal lines and spaces the nominal edge is at $x=p/4$, or $X=\pi/2$. There $I=a_0^2$. Differentiating the intensity gives

$$\frac{dI}{dX}=-8a_1^2\cos X\sin X-4a_0a_1\sin X\cos(\psi-\phi),$$

whose first term vanishes at the edge. Define the normalized log-slope as the line width $p/2$ times $|d\ln I/dx|$. Since $dX/dx=2\pi/p$,

$$N=\frac p2\,\frac{2\pi}{p}\,\frac{4a_0a_1|\cos(\psi-\phi)|}{a_0^2}
=4\pi\frac{a_1}{a_0}|\cos(\psi-\phi)|.$$

The edge slope is thus greatest in the same plane as the fundamental modulation. It falls by 10%, relative to its peak, at a distance from best focus

$$d_{10}=\frac{\arccos0.9}{k(1-\cos\theta)}.$$

## (d) The other polarization

**Does the formula survive for TM, in which the electric field lies in the plane of incidence? What happens in unpolarized light?**

**Solution.** The zeroth-order electric field points along $x$. Those of the orders $\pm1$ have $(x,z)$ components proportional to $(\cos\theta,\mp\sin\theta)$, perpendicular to their directions of travel. Adding components,

$$E_x=a_0e^{ikz}+2a_1\cos\theta\cos X\,e^{i(\phi+kz\cos\theta)},$$

$$E_z=-2ia_1\sin\theta\sin X\,e^{i(\phi+kz\cos\theta)}.$$

The zeroth order has no $z$ component, so the beat comes from $|E_x|^2$ and equals

$$4a_0a_1\cos\theta\cos X\cos(\psi-\phi).$$

It is weaker by $\cos\theta$ for given amplitudes, but peaks at the same $\psi=\phi$. The formula holds for each polarization with its own mask phase.

In unpolarized light the two intensities add. With $B_{\rm E}=a_0a_1$ for TE and $B_{\rm M}=a_0a_1\cos\theta$ for TM, each using its own amplitudes, the modulation is proportional to $B_{\rm E}\cos(\psi-\phi_{\rm E})+B_{\rm M}\cos(\psi-\phi_{\rm M})$. Setting its derivative to zero gives

$$\tan\psi=\frac{B_{\rm E}\sin\phi_{\rm E}+B_{\rm M}\sin\phi_{\rm M}}{B_{\rm E}\cos\phi_{\rm E}+B_{\rm M}\cos\phi_{\rm M}}.$$

For small phases this is their average, weighted by $B_{\rm E}$ and $B_{\rm M}$.

## (e) A resist-coated wafer

**The image is recorded inside a flat resist film, not in vacuum. Does the mask still move the wafer's best position by the vacuum formula? Take TE.**

**Solution.** Put the resist surface at $z=s$. Refraction and all reflections in a flat stack multiply each incident order by a complex factor that depends on depth $d$ and angle, but not on $s$. Call these factors $f_0(d)$ and $f_1(d)$; the two first orders share $f_1$ by symmetry. The beat averaged over depth is proportional to

$$\mathrm{Re}\left[C\,e^{i\phi}e^{-iks(1-\cos\theta)}\right],\qquad C=\langle f_0^*f_1\rangle=|C|e^{i\beta}.$$

This equals $|C|\cos[ks(1-\cos\theta)-\phi-\beta]$. If $C\ne0$, the best surface position is

$$s_{\rm best}=\frac{\phi+\beta}{k(1-\cos\theta)}.$$

The stack adds an offset through $\beta$, but the change caused by $\phi$ is still the vacuum result. It is a change in wafer position, not a distance measured inside the resist.

## (f) A source of finite size

**Replace the single illuminating wave by a symmetric set of mutually incoherent waves. Find the shift for small $\phi$, taking $\phi$ and the amplitudes equal for all source points and treating the field as a scalar.**

**Solution.** For one source point let the axial direction cosines of the three image-side orders be $\gamma_0,\gamma_+,\gamma_-$. The two beats at period $p$ have phase factors

$$e^{i[\phi+k(\gamma_+-\gamma_0)z]}\quad\text{and}\quad e^{i[-\phi+k(\gamma_0-\gamma_-)z]}.$$

Define

$$b=k\left[\gamma_0-\tfrac12(\gamma_++\gamma_-)\right],\qquad g=\tfrac k2(\gamma_+-\gamma_-).$$

The mean of the two phases is $gz$, and half their difference is $\phi-bz$. Their sum is therefore $2e^{igz}\cos(bz-\phi)$. The source point on the opposite side has the same $b$ and the opposite $g$, so the imaginary parts cancel. The total modulation is proportional to

$$\sum\cos(gz)\cos(bz-\phi)\approx\sum\left[1-\tfrac12g^2z^2-\tfrac12(bz-\phi)^2\right],$$

where the expansion assumes small $\phi$ and $z$. Its derivative vanishes when $\sum[g^2z+b(bz-\phi)]=0$, or

$$z_{\rm best}\approx\phi\,\frac{\sum b}{\sum(b^2+g^2)}.$$

For a single axial point $g=0$ and $b=k(1-\cos\theta)$, which returns the coherent result. The $g^2$ term describes patterns from oblique source points sliding sideways with defocus. For given values of $b$, it pulls best focus towards $z=0$.

## (g) A thick mask at 193 nm

**Take $\lambda=193$ nm, $p=300$ nm, $M=4$ and a numerical aperture (NA) of 0.93. The mask has equal lines and spaces, with absorber lines 100 nm thick of index $0.8+1.6i$ on glass of index 1.56. Estimate the focus shift and judge its importance.**

**Solution.** The mask phase needs a solution of Maxwell's equations. Here the field in the absorber layer is expanded in 121 Fourier harmonics along $x$. The layer's modes are found by diagonalizing a matrix, and the tangential fields are matched at the glass and vacuum faces. With the reference plane at the absorber's exit face, the TE amplitudes, relative to the incident wave in the glass, are 0.5903 for the zeroth order and 0.3905 for each first order. Their relative phase is $\phi=3.41^\circ=0.0595$ rad.

A thin-mask estimate gives much less. Let $t_o$ and $t_f$ be the transmissions of a uniform open layer and a uniform absorber film. Averaging over equal openings and lines gives a zeroth order $(t_o+t_f)/2$ and first orders $(t_o-t_f)/\pi$, with a relative phase of $0.64^\circ$. With the reference plane at the exit face, most of the calculated phase is thus absent from a model that treats each part of the mask as a uniform film.

On the image side $\sin\theta=193/300=0.643$, so $\theta=40.0^\circ$ and $1-\cos\theta=0.2344$. The coherent TE shift is

$$z_{\rm best}=\frac{0.0595\times193\ \text{nm}}{2\pi\times0.2344}=7.8\ \text{nm}.$$

The small-angle formula gives 8.8 nm, about 13% more than this.

For the log-slope the image amplitudes are needed. A lossless lens conserves the power in each order, proportional to amplitude squared times the cosine of its angle. With $\theta_m$ the first-order angle at the mask, $\sin\theta_m=\sin\theta/4$, the first-order amplitude relative to the zeroth grows by $\sqrt{\cos\theta_m/\cos\theta}=1.135$. Thus

$$\frac{a_1}{a_0}=\frac{0.3905}{0.5903}\times1.135=0.751,$$

and $N=4\pi\times0.751=9.44$ at best focus. At $z=0$ it is 9.42, a negligible loss. The 10% distance is $d_{10}=59$ nm, so the shift uses about 13% of the tolerance on one side.

A shift common to all patterns can be removed by refocusing; a difference between patterns cannot. At $p=400$ nm, with the film and the equal line-space ratio held fixed, the TE phase is $3.07^\circ$ (121 harmonics give a value about $0.003^\circ$ lower, just under $3.065^\circ$), yet the shift is 13.2 nm. The smaller phase gives the larger shift because the orders are closer to the axis. In the vacuum image the two pitches differ in best focus by about 5.45 nm; on a coated wafer the stack offset of part (e) also varies with pitch and can increase or reduce this difference.

This difference is also less sensitive to the choice of reference plane. Continuing the orders back as vacuum waves through the film thickness $h$ adds $kh(1-\cos\theta_m)$ to $\phi$. The shifts become about 13.35 and 19.1 nm, but their difference changes only to 5.8 nm. At small angles the added image shift is $h\sin^2\theta_m/\sin^2\theta=h/M^2$, the same for every pitch.

The polarization also matters. The TM phase is about $-2^\circ$, giving a shift of about $-4$ nm. Adding the two images with their calculated amplitudes puts the unpolarized focus near $+3$ nm.

The wavelength, reduction and aperture are in the rough range of dry 193 nm projection tools, and the absorber stands for an opaque metal film with round optical constants. Coherent axial illumination is an idealization. For a uniform disc source of radius $0.3\,$NA, a numerical search for the maximum in the model of part (f) lowers the 7.8 nm shift to 5.8 nm. All source points still pass just three orders: the outermost first order has sine $0.643+0.279=0.922$, below 0.93, and the innermost second order has $1.287-0.279=1.008$, above it. The change of mask phase with illumination angle is left out and could alter this value.

Other effects can be sized in the same way. A lens path error $W$ between the first and zeroth orders adds a phase $kW$ and moves focus by $W/(1-\cos\theta)$. For $W=0.005\lambda=0.965$ nm this is 4.1 nm, comparable with the mask effect. At fixed $\phi$, replacing the image-side vacuum by air of index 1.0003 changes the shift by only 0.003 nm.

For 100 nm of resist with index $1.70+0.02i$ on a substrate of index $1+3i$, solving the boundary conditions and averaging over depth gives a TE offset of $-31$ nm at $\phi=0$. It is larger than the mask shift, but part (e) shows that it does not depend on $\phi$. At fixed pitch and stack, the mask-induced change in wafer position therefore remains 7.8 nm in coherent TE light.
